# Terrace Widths and Growth Rate in Step Flow with Desorption, part 1

(Sections cited here and not found follow in the second part.)

## First half: capture by a terrace and the best arrangement of steps

**The problem.** A crystal surface slightly misaligned from a low-index plane consists of flat terraces separated by steps one atomic layer high. Atoms arrive from a vapour, diffuse on the terraces as adatoms, and either join a step or return to the vapour. In step flow the crystal grows because the steps advance. The number of steps per unit length is set by the misalignment, but their spacing may be regular or irregular. The question is how the spacing affects the growth rate when desorption is present.

The model is as follows. There are \(N\) straight, parallel steps on a periodic surface of length \(L\), measured perpendicular to the steps. They bound terraces of widths \(w_1,\dots,w_N\), with

\[
\sum_{i=1}^{N} w_i=L,\qquad W=\frac{L}{N}.
\]

Both \(L\) and \(N\) are held fixed, and hence so are the step density \(1/W\) and the mean width \(W\). The flux \(F\) is the number of atoms arriving per unit area and time. Adatoms have areal density \(n\) and diffusion coefficient \(D\), and each desorbs after a mean time \(\tau\). Temperature and flux are the same for all the arrangements compared.

A perfectly absorbing step exchanges atoms with the terrace so fast that the density beside it stays at its equilibrium value \(n_{\rm eq}\). Such a step also emits atoms. Setting \(n_{\rm eq}=0\) gives the special case of a sink that never emits.

Three further assumptions are made. Adatoms are dilute, so that they do not interact. No islands nucleate on the terraces. The steps move slowly enough for the adatom density to be stationary at each set of step positions.

### (a) Find the adatom density on a terrace of width \(w\).

**Solution.** Put the origin in the middle of the terrace. The density is uniform along the steps, so it depends on \(x\) alone. Diffusion, desorption and arrival balance:

\[
D\,n''-\frac{n}{\tau}+F=0,\qquad n(\pm w/2)=n_{\rm eq}.
\]

Define

\[
x_s=\sqrt{D\tau},\qquad F_{\rm eq}=\frac{n_{\rm eq}}{\tau},\qquad J=F-F_{\rm eq}.
\]

The length \(x_s\) measures how far an adatom diffuses before desorbing. The flux \(F_{\rm eq}\) is the one at which the uniform density \(n_{\rm eq}\) solves the equation, so that the terrace and its steps exchange no net atoms. The net flux \(J\) is positive in growth.

Write \(n=n_{\rm eq}+u\). Because \(n_{\rm eq}\) is constant, \(n''=u''\), and the equation becomes

\[
D\,u''-\frac{u}{\tau}+J=0,\qquad u(\pm w/2)=0 .
\]

The constant \(J\tau\) is a particular solution. The homogeneous equation \(u''=u/x_s^2\) has the solutions \(\cosh(x/x_s)\) and \(\sinh(x/x_s)\). Therefore

\[
u=J\tau+A\cosh\frac{x}{x_s}+B\sinh\frac{x}{x_s}.
\]

Subtracting the two boundary conditions gives \(2B\sinh(w/2x_s)=0\), so \(B=0\). Either condition then gives \(A=-J\tau/\cosh(w/2x_s)\), and

\[
n(x)=n_{\rm eq}+J\tau\left[1-\frac{\cosh(x/x_s)}{\cosh(w/2x_s)}\right].
\]

For \(J>0\) the density is highest in the middle. On a terrace much wider than \(x_s\) it approaches \(n_{\rm eq}+J\tau=F\tau\) there, the value at which arrival is balanced by desorption alone.

### (b) How many atoms per unit time and step length does the terrace deliver to its two steps?

**Solution.** Call this number the capture \(C(w)\). The diffusion current in the positive \(x\) direction is \(-Dn'\). At the right edge this is the current into the step. At the left edge the current into the step flows in the negative direction and equals \(+Dn'\). From part (a),

\[
n'(x)=-\frac{J\tau}{x_s}\,\frac{\sinh(x/x_s)}{\cosh(w/2x_s)} .
\]

At \(x=w/2\) the current into the step is \((DJ\tau/x_s)\tanh(w/2x_s)\). Since \(D\tau=x_s^2\), this equals \(Jx_s\tanh(w/2x_s)\). The left edge receives the same amount, because \(\sinh\) is odd. Hence

\[
C(w)=2Jx_s\tanh\frac{w}{2x_s}.
\]

A particle balance gives the same result without using the edge currents. The atoms that arrive and do not desorb must reach a step. The difference between arrival and desorption at \(x\) is

\[
F-\frac{n}{\tau}
=F-F_{\rm eq}-J+J\frac{\cosh(x/x_s)}{\cosh(w/2x_s)}
=J\frac{\cosh(x/x_s)}{\cosh(w/2x_s)} .
\]

Its integral over the terrace is \(J\,[2x_s\sinh(w/2x_s)]/\cosh(w/2x_s)=C(w)\).

For a narrow terrace, \(\tanh z\simeq z-z^3/3\) gives

\[
C(w)\simeq Jw\left(1-\frac{w^2}{12x_s^2}\right),\qquad w\ll x_s .
\]

Almost the whole net flux is then used. For \(w\gg x_s\) the capture saturates at \(2Jx_s\): each edge collects from a strip of effective width \(x_s\), and extra width adds nothing.

The formula was tested against a finite-difference solution of the diffusion equation, in which the currents were taken from the numerical slopes at the edges. In model units the inputs were \(D=2\), \(\tau=0.8\), \(F=1.5\), with \(n_{\rm eq}=0.3\) for growth and \(n_{\rm eq}=2\) for sublimation. For widths from \(0.2x_s\) to \(5x_s\) the largest difference was \(2.4\times10^{-6}\) of the capture.

### (c) What does one more unit of width add to the capture, and how does this gain depend on the width?

**Solution.** Let \(a=w/2x_s\), so that \(da/dw=1/2x_s\). Since \(d\tanh a/da=\operatorname{sech}^2a\),

\[
C'(w)=J\operatorname{sech}^2\frac{w}{2x_s}.
\]

Differentiating again with \(d\operatorname{sech}^2a/da=-2\operatorname{sech}^2a\tanh a\) gives

\[
C''(w)=-\frac{J}{x_s}\operatorname{sech}^2\frac{w}{2x_s}\tanh\frac{w}{2x_s}.
\]

For \(J>0\) the gain \(C'\) is positive, but it falls steadily as the width increases. The second derivative is negative for every \(w>0\) and vanishes at \(w=0\). Thus \(C'\) is strictly decreasing on \(w\ge0\), and \(C\) is strictly concave there.

The cause can be read from the fate of a single atom. Let \(p(x)\) be the probability that an atom landing at \(x\) reaches a step before desorbing. During a short time \(dt\) the atom survives with probability \(1-dt/\tau\) and moves by a random distance \(\xi\), with zero mean and mean square \(2D\,dt\). Hence

\[
p(x)=\left(1-\frac{dt}{\tau}\right)\left\langle p(x+\xi)\right\rangle
\simeq p+\left(Dp''-\frac{p}{\tau}\right)dt .
\]

It follows that \(Dp''=p/\tau\). An atom at an edge has arrived, so \(p(\pm w/2)=1\), and

\[
p(x)=\frac{\cosh(x/x_s)}{\cosh(w/2x_s)},\qquad C(w)=J\int_{-w/2}^{w/2}p(x)\,dx .
\]

Now widen the terrace by inserting a strip \(dw\) in its middle. Atoms landing on the strip reach a step with probability \(p(0)=\operatorname{sech}a\), which contributes \(J\operatorname{sech}a\,dw\). Every other atom keeps its distance \(s\) from the nearer edge, but the opposite edge has moved away. In terms of \(s\), with \(\sigma=s/x_s\),

\[
p=\frac{\cosh(a-\sigma)}{\cosh a}.
\]

Differentiating at fixed \(s\) gives

\[
\frac{\partial p}{\partial w}
=\frac{\sinh(a-\sigma)\cosh a-\cosh(a-\sigma)\sinh a}{2x_s\cosh^2a}
=-\frac{\sinh\sigma}{2x_s\cosh^2a}.
\]

Integrating over both halves of the terrace,

\[
2J\int_0^{w/2}\frac{\partial p}{\partial w}\,ds
=-J\frac{\cosh a-1}{\cosh^2a}
=J\left(\operatorname{sech}^2a-\operatorname{sech}a\right).
\]

Added to \(J\operatorname{sech}a\), this gives \(J\operatorname{sech}^2a=C'\), as it should. The gain per unit width is therefore smaller than \(J\) for two reasons. Some of the new atoms desorb before they reach a step, and the added width reduces the chance that the other atoms reach the opposite edge. Together the two effects give \(J\operatorname{sech}^2a\), which falls as the terrace widens.

### (d) For \(F>F_{\rm eq}\), which set of widths gives the largest growth rate?

**Solution.** Let \(\Omega\) be the area per surface atom and \(h\) the step height. An atom joining a step extends the upper layer by the area \(\Omega\) and adds the volume \(h\Omega\). Per unit length of step, the surface incorporates \(\sum_iC(w_i)\) atoms per unit time over the length \(L\). The mean height therefore grows at the rate

\[
R=\frac{h\Omega}{L}\sum_{i=1}^{N}C(w_i).
\]

Compare \(C(w)\) with its tangent at the mean width \(W\):

\[
C(w)-C(W)-C'(W)(w-W)=\int_W^w\left[C'(s)-C'(W)\right]ds .
\]

If \(w>W\), the integrand is negative, because \(C'\) decreases. If \(w<W\), the integrand is positive but the integration runs backwards. The right-hand side is thus negative for every \(w\ne W\), and zero for \(w=W\). Setting \(w=w_i\) and summing,

\[
\sum_iC(w_i)\le NC(W)+C'(W)\sum_i(w_i-W).
\]

The last sum is \(L-NW=0\). Therefore

\[
R\le\frac{h\Omega\,C(W)}{W}
=h\Omega J\,\frac{2x_s}{W}\tanh\frac{W}{2x_s},
\]

with equality only if every \(w_i=W\). Equal terraces give the unique maximum. The argument covers arbitrarily large departures from equality, because it uses the whole curve and not just its curvature at \(W\).

As a numerical test, a length \(8x_s\) was divided at random into four terraces 60 times, with the growth parameters of part (b). The captures came from the finite-difference solution. Every random division captured less than the equal one, and the best reached 0.99718 of the equal value.

The step density has to be fixed in this comparison. Since \(C\) is strictly concave and \(C(0)=0\), the ratio \(C(W)/W\) decreases with \(W\). Among surfaces with equally spaced steps, one with more steps therefore grows faster at the same flux, and an irregular surface with many steps can outgrow a regular one with few.

### (e) How small can the growth rate become at the same step density?

**Solution.** Consider two terraces of widths \(b,c>0\), and replace them by one terrace of width \(b+c\) and one of zero width. Because \(C'\) decreases,

\[
C(b+c)-C(c)=\int_0^bC'(c+s)\,ds<\int_0^bC'(s)\,ds=C(b).
\]

The last equality uses \(C(0)=0\). Merging therefore lowers the capture. Repeating it until one terrace remains gives, for \(N\ge2\) and positive widths,

\[
\sum_iC(w_i)>C(L).
\]

The bound is approached when all the steps gather in one bunch, with a single wide terrace beside it. Relative to equal terraces the limiting rate is

\[
\frac{R_{\rm bunch}}{R_{\rm equal}}
=\frac{\tanh(NW/2x_s)}{N\tanh(W/2x_s)} .
\]

This tends to \(1/N\) when \(W\gg x_s\), since one saturated terrace then replaces \(N\) terraces that each captured the same amount. It tends to 1 when even \(L\ll x_s\), since hardly any atom is lost. The continuum description fails before the widths within the bunch reach atomic size, so the value is a limit of the model.

### (f) What changes if the crystal sublimates, or if there is no desorption?

**Solution.** For \(F<F_{\rm eq}\) the net flux \(J\) is negative. The formula for \(C\) still holds, but \(C\) is now negative and convex, and the inequality of part (d) is reversed:

\[
\sum_iC(w_i)\ge NC(W).
\]

Equal widths make the signed growth rate as negative as possible. They maximise the rate of sublimation. At \(F=F_{\rm eq}\) the rate vanishes for every arrangement.

Without desorption the balance is \(Dn''+F=0\), with the solution

\[
n=n_{\rm eq}+\frac{F}{2D}\left(\frac{w^2}{4}-x^2\right).
\]

The current into each edge is \(Fw/2\), so \(C=Fw\) and \(\sum_iC(w_i)=FL\). The spacing of the steps has no effect, because every atom finally reaches some step. Both statements were tested on the same 60 random divisions. With \(n_{\rm eq}=2\), each division sublimated more slowly than the equal one. With desorption removed, each total agreed with \(FL\) to within a relative difference of \(10^{-7}\).

## Second half: size of the effect, step motion and a magnesium surface

The first half considered \(N\) perfectly absorbing steps on a periodic length \(L\), with terrace widths \(w_i\) and fixed mean \(W=L/N\). Atoms arrive at flux \(F\), diffuse with coefficient \(D\) and desorb after a mean time \(\tau\). The diffusion length is \(x_s=\sqrt{D\tau}\). The density at a step is \(n_{\rm eq}\), and the net flux is \(J=F-F_{\rm eq}\) with \(F_{\rm eq}=n_{\rm eq}/\tau\). A terrace delivers

\[
C(w)=2Jx_s\tanh\frac{w}{2x_s}
\]

atoms per unit time and step length to its two edges. The growth rate is \(R=(h\Omega/L)\sum_iC(w_i)\), where \(h\) is the step height and \(\Omega\) the area per surface atom. For \(J>0\) it is largest when all widths equal \(W\). The parts below take \(J>0\).

### (g) How much growth is lost when the widths are unequal?

**Solution.** Let \(w_i=W+\delta_i\), with \(\sum_i\delta_i=0\) and variance \(s^2=N^{-1}\sum_i\delta_i^2\). To second order in the deviations,

\[
\frac1N\sum_iC(w_i)\simeq C(W)+\frac12C''(W)s^2 ,
\]

because the first-order terms cancel. From the derivatives in part (c),

\[
\frac{C''(W)}{C(W)}
=-\frac{(J/x_s)\operatorname{sech}^2(W/2x_s)\tanh(W/2x_s)}{2Jx_s\tanh(W/2x_s)}
=-\frac{\operatorname{sech}^2(W/2x_s)}{2x_s^2}.
\]

The loss relative to equal terraces is therefore

\[
1-\frac{R}{R_{\rm equal}}\simeq\frac{s^2}{4x_s^2}\operatorname{sech}^2\frac{W}{2x_s}.
\]

With \(z=W/2x_s\), the right-hand side is \((s/W)^2z^2\operatorname{sech}^2z\). At fixed relative spread \(s/W\) it vanishes both for small and for large \(z\). Terraces that are all much narrower than \(x_s\) lose few atoms, whether or not they are equal, while wide terraces have saturated captures that hardly depend on width. The logarithmic derivative of \(z^2\operatorname{sech}^2z\) is \(2/z-2\tanh z\), so the largest loss occurs where \(z\tanh z=1\). Since \(\tanh1<1\) and \(2\tanh2>1\), this lies between \(W=2x_s\) and \(W=4x_s\).

For terraces that alternate between \(W+d\) and \(W-d\), the sum can be done in closed form. Put \(a=W/2x_s\) and \(b=d/2x_s\). The addition formula for \(\sinh\) gives

\[
\tanh(a+b)+\tanh(a-b)
=\frac{\sinh2a}{\cosh(a+b)\cosh(a-b)}
=\frac{2\sinh2a}{\cosh2a+\cosh2b}.
\]

Divide by the equal-width value \(2\tanh a\), and use \(\sinh2a/\tanh a=2\cosh^2a=1+\cosh2a\):

\[
\frac{R_{\rm alt}}{R_{\rm equal}}
=\frac{1+\cosh(W/x_s)}{\cosh(W/x_s)+\cosh(d/x_s)} .
\]

For small \(d\) the loss becomes \((d^2/4x_s^2)\operatorname{sech}^2(W/2x_s)\), in agreement with the general estimate for \(s=d\).

The small-variance formula was tested with \(W=2x_s\) and four widths differing from \(W\) by \(\pm4\%\) and \(\pm12\%\). The finite-difference captures gave a loss of 0.3356%, and the formula gives 0.3360%.

At fixed step density and positive net flux, equal terraces give the fastest growth, and the loss from unequal widths is now known for small variance and for alternating terraces. It remains to ask whether step motion evens out the widths and whether the result survives an attachment barrier, and then to estimate the effect for magnesium and examine the neglected effects.

Numbers in the example were calculated in double precision.
